\section*{Pulse-energy statistics of a linear SASE free-electron laser}

\section*{Question}

I am modelling test exposures of an organic resist at 13.5 nm with a free-electron laser that starts from noise (SASE) and stays in its linear regime. The pulse energy at the resist averages $1\,\mu$J and fluctuates by 20 percent rms from pulse to pulse. I need the full distribution, because I care about rare strong pulses.

My first idea was a normal curve of 20 percent width, but I was told to count ``modes'' and use a gamma distribution. How does an rms value give a number of modes? Does that number fix the distribution, and does it give the pulse length? The exposed area is $0.04\,\mathrm{cm^2}$ and the dose is $30\,\mathrm{mJ/cm^2}$. Will these fluctuations spoil the dose?

\section*{Answer}

Assume first that the 20 percent is all SASE noise, with no machine jitter or detector noise, and that the light has one polarization. The rms then fixes an effective number of modes. It fixes the whole distribution if those modes are equally strong; otherwise the gamma law is an approximation.

\subsection*{From random electrons to modes}

Each of $N_e$ electrons, arriving at a random time $t_k$, starts a wave packet. Linear gain lets the packets add:
\begin{equation}
E(t)=\sum_{k=1}^{N_e}h(t-t_k)e^{i\omega_0t_k}.
\end{equation}
The bunch is many wavelengths long, and its current is assumed smooth on the scale of one wavelength, so the phases $\omega_0t_k$ are effectively uniform. Smoothness matters because perfectly sharp edges radiate coherently: for the flat bunch used below and $6\times10^8$ electrons, that emission would be about 6 times the noise energy, while edges smoothed over half a wavelength rms reduce it to $3\times10^{-4}$ of it. For many electrons, the central limit theorem makes $E$ a complex Gaussian process with $\langle E\rangle=0$ and $\langle E(t)E(t')\rangle=0$.

Let $W=\int|E|^2dt$ in suitable units, and let $\bar W$ be its mean. The covariance $C(t,t')=\langle E(t)E^*(t')\rangle/\bar W$ is Hermitian and positive, with trace 1. Expand $E=\sum_nc_n\phi_n$ in its orthonormal eigenfunctions, with eigenvalues $\lambda_n$. Then
\begin{equation}
\langle c_nc_m^*\rangle=\bar W\lambda_n\delta_{nm},\qquad \sum_n\lambda_n=1.
\end{equation}
These jointly Gaussian amplitudes are uncorrelated and also have $\langle c_nc_m\rangle=0$, so they are independent. Transverse coordinates can be included alongside $t$ without changing the argument.

With $s=\langle|c|^2\rangle$, one amplitude has density $e^{-|c|^2/s}/(\pi s)$. Put $y=|c|^2$, so that $d^2c=\tfrac12dy\,d\theta$. Integrating over $\theta$ leaves $e^{-y/s}/s$: the energy in one mode is exponentially distributed. Hence
\begin{equation}
w\equiv\frac{W}{\bar W}=\sum_n\lambda_nx_n,
\end{equation}
where the $x_n$ are independent exponentials of mean 1. Since $\langle x_n^2\rangle=2$, each has variance 1, and
\begin{equation}
\sigma^2=\sum_n\lambda_n^2\equiv\frac1M,\qquad M=\frac1{0.20^2}=25.
\end{equation}
For $M$ equal modes, $\lambda_n=1/M$ and this is a literal count. For unequal modes it is an effective number.

\subsection*{The gamma distribution}

For one exponential, $\langle e^{-\lambda sx}\rangle=1/(1+\lambda s)$, where $s$ is now the Laplace variable. For $M$ equal modes, independence gives the product
\begin{equation}
\langle e^{-sw}\rangle=\left(1+\frac sM\right)^{-M}.
\end{equation}
The density with this transform is
\begin{equation}
p(w)=\frac{M^M}{\Gamma(M)}w^{M-1}e^{-Mw},\qquad w\ge0,
\end{equation}
because
\begin{equation}
\int_0^\infty e^{-sw}p(w)\,dw=\frac{M^M}{\Gamma(M)}\frac{\Gamma(M)}{(M+s)^M}=\left(1+\frac sM\right)^{-M},
\end{equation}
and a Laplace transform determines its density. For your pulses, using $dw=dW/\bar W$,
\begin{equation}
P(W)=\frac{25^{25}}{24!\,\bar W}\left(\frac W{\bar W}\right)^{24}e^{-25W/\bar W},\qquad \bar W=1\,\mu\mathrm J.
\end{equation}

Setting $d\ln p/dw=(M-1)/w-M=0$ puts the peak at $w=1-1/M$, or $0.96\,\mu$J. The median is $0.987\,\mu$J, and 90 percent of pulses lie between the 5th and 95th percentiles, $0.70$ and $1.35\,\mu$J.

At $M=1$ the law becomes $e^{-w}$, whose most probable energy is zero. For large $M$ it approaches a normal curve near the mean, since it describes a sum of many independent terms. At $M=25$ the tails still differ: $P(w>1.5)$ is 1.26 percent for the gamma law and 0.62 percent for a normal law of the same mean and rms. Below $w=0.5$ the figures are 0.12 and 0.62 percent. At these thresholds the normal curve therefore gives about half as many strong pulses and too many weak ones. For still stronger pulses its shortfall grows, because its density falls as $e^{-M(w-1)^2/2}$ and the gamma density only as $w^{M-1}e^{-Mw}$.

\subsection*{What the variance leaves open}

The logarithm of $\langle e^{kx}\rangle=1/(1-k)$ is $k+k^2/2+k^3/3+\cdots$, so the third cumulant of $x$ is $3!/3=2$. Cumulants of independent terms add, which gives the skewness
\begin{equation}
S=\frac{2\sum\lambda_n^3}{(\sum\lambda_n^2)^{3/2}}.
\end{equation}
By the Cauchy--Schwarz inequality,
\begin{equation}
\Big(\sum\lambda_n^2\Big)^2=\Big(\sum\lambda_n^{1/2}\lambda_n^{3/2}\Big)^2\le\sum\lambda_n\sum\lambda_n^3=\sum\lambda_n^3 .
\end{equation}
Thus $S\ge2(\sum\lambda_n^2)^{1/2}=2/\sqrt M$, with equality when all nonzero $\lambda_n$ are equal. At fixed $M$, the gamma law has the smallest skewness.

To see the size of the effect, take a bunch with normalized current $I(u)$ and assume the same gain all along it. In a real high-gain laser the gain depends on the local current, so a bunch with a peaked current can emit a light pulse shorter than itself. Averaging over arrival times gives $C=AA^\dagger$, with $A(t,u)\propto h(t-u)\sqrt{I(u)}$. The operator $A^\dagger A$ has the same nonzero eigenvalues. For a Gaussian power gain spectrum of rms angular-frequency width $\sigma_\omega$, its kernel is, apart from a carrier phase that does not affect the eigenvalues,
\begin{equation}
K(u,u')=\sqrt{I(u)I(u')}\,e^{-\sigma_\omega^2(u-u')^2/2}.
\end{equation}

If $I$ is Gaussian, then $K\propto\exp(-au^2-au'^2+buu')$ with $2a>b>0$. Apply it to
\begin{equation}
g_z(u)=e^{-\beta^2u^2/2+2z\beta u-z^2}=\sum_nz^nf_n(u),
\end{equation}
where the $f_n$ are Hermite functions up to normalization and form a complete set. With $P=a+\beta^2/2$, completing the square in the integral over $u'$ leaves the exponent
\begin{equation}
-\Big(a-\frac{b^2}{4P}\Big)u^2+\frac{b\beta z}{P}u-\Big(1-\frac{\beta^2}{P}\Big)z^2.
\end{equation}
Choose $\beta^2=\sqrt{4a^2-b^2}$ and $q=b/(2P)$. Then $P(P-\beta^2)=a^2-\beta^4/4=b^2/4$, so $1-\beta^2/P=q^2$ and $a-b^2/(4P)=a-(P-\beta^2)=\beta^2/2$. The exponent is that of $g_{qz}$. Comparing powers of $z$ shows that $f_n$ has an eigenvalue proportional to $q^n$. Unit trace then gives
\begin{equation}
\lambda_n=(1-q)q^n,\qquad \frac1M=\frac{(1-q)^2}{1-q^2}=\frac{1-q}{1+q}.
\end{equation}
For $M=25$, $q=24/26=0.923$. The skewness is 0.53, against 0.40 for the gamma law, and $P(w>1.5)$ rises to 1.48 percent. A flat bunch with the same $M$ gives 0.46 and 1.36 percent. The gap widens for stronger pulses: $P(w>2)$ is $3.5\times10^{-5}$ for the gamma law, $5.7\times10^{-5}$ for the flat bunch and $9.5\times10^{-5}$ for the Gaussian one. For very rare pulses you therefore need the mode weights, not just $M$. The tail values for unequal modes are computed numerically from the characteristic function $\prod_n(1-i\lambda_nk)^{-1}$.

As a direct test, 10\,000 pulses were simulated from 1500 random electron arrivals each, for the flat bunch. Their rms was 20.0 percent. The largest gap between their cumulative distribution and the gamma law was 0.009, against 0.035 for the normal law. Sampling noise alone gives a gap of about 0.009 for this many pulses, so the test supports the bulk of the gamma law but not its far tail. The exact gap between the flat-bunch law and the gamma law is 0.004, too small for this sample to resolve.

\subsection*{Pulse length}

This step needs a pulse shape, a bandwidth and the number of transverse modes. The bandwidth must be the one that sets the coherence time. An energy chirp along the bunch can broaden the measured spectrum while hardly changing $M$ (for the flat bunch below, a linear chirp that doubles the spectral width raises $M$ only from 25.0 to 25.1), and using that wider value would make the pulse seem too short. No chirp is assumed here. For a flat bunch of length $T$ and one transverse mode, let $\alpha=\sigma_\omega T$. The trace of $K^2$ gives
\begin{align}
\frac1M&=\frac1{T^2}\int_0^T\!\!\int_0^Te^{-\sigma_\omega^2(u-u')^2}du\,du'
=\frac2{\alpha^2}\int_0^\alpha(\alpha-x)e^{-x^2}dx\nonumber\\
&=\frac{\sqrt\pi\,\alpha\,\mathrm{erf}(\alpha)-1+e^{-\alpha^2}}{\alpha^2}.
\end{align}
The second form uses $x=\sigma_\omega|u-u'|$; the factor $\alpha-x$ counts pairs with that separation, and 2 counts both orders. For $M=25$, $\alpha=43.7$.

Define the coherence time as $\tau_c=\int e^{-\sigma_\omega^2\tau^2}d\tau=\sqrt\pi/\sigma_\omega$. An assumed relative rms bandwidth of 0.3 percent gives $\tau_c=4.2$ fs and $T=\alpha\tau_c/\sqrt\pi=104$ fs. The ratio $T/\tau_c=24.7$ is close to $M$, but not equal to it, because of the bunch ends. If the covariance separates into temporal and transverse parts, its eigenvalues are products and $M=M_tM_\perp$. Several transverse modes would then mean a smaller $M_t$ and a shorter pulse.

\subsection*{How secure is 25?}

\textbf{Finite sample.} Estimate $M$ as mean squared over variance, $m^2/v$, from $K_p$ pulses. To first order, $\delta M/M=2\delta m-\delta v/v$ for mean 1. The gamma law has central moments $\mu_2=1/M$, $\mu_3=2/M^2$ and $\mu_4=3/M^2+6/M^3$. With $\mathrm{Var}(m)=\mu_2/K_p$, $\mathrm{Var}(v)\simeq(\mu_4-\mu_2^2)/K_p$ and $\mathrm{Cov}(m,v)\simeq\mu_3/K_p$,
\begin{equation}
\frac{\mathrm{Var}(M)}{M^2}\simeq\frac1{K_p}\left[\frac4M+2+\frac6M-\frac8M\right]=\frac{2(M+1)}{MK_p}.
\end{equation}
For 1000 pulses the standard error is $\sqrt{2\cdot25\cdot26/1000}=1.1$ with equal modes; for the Gaussian bunch above it is about 1.2.

\textbf{Gain jitter.} An independent factor of mean 1 and rms $j$ multiplies the second moment by $1+j^2$, so $1+\sigma^2=(1+1/M)(1+j^2)$. If $j=0.05$, your 20 percent implies $M=1/(1.04/1.0025-1)=26.7$.

\textbf{Saturation.} For a pulse of uniform mean power, suppose the local power $p$, in units of its mean, is compressed to $p-rp^2$, where $r\ll1$ is mean power over saturation power. At two times with squared field correlation $c$, Gaussian pairing gives $\langle p_1p_2\rangle=1+c$ and $\langle p_1p_2^2\rangle=2+4c$. Since $\langle p^2\rangle=2$, the covariance changes from $c$ to $c-2r(4c)=c(1-8r)$. The squared mean becomes $(1-2r)^2\simeq1-4r$. The relative covariance is therefore $c(1-4r)$ for every pair of times, and $\sigma^2=(1-4r)/M$. For $r=0.01$, your 20 percent implies $M=24$. The simulated pulses, compressed as $p/(1+rp)$, gave a variance factor of 0.961, against 0.96 here. The two compression laws agree only to first order in $r$: at $r=0.1$ they give factors of 0.61 and 0.74. This is a local model, not a full laser calculation.

\subsection*{The dose}

The mean fluence is $10^{-3}\,\mathrm{mJ}/0.04\,\mathrm{cm^2}=0.025\,\mathrm{mJ/cm^2}$, so the dose takes $N=30/0.025=1200$ pulses. For independent pulses the transforms multiply: in the equal-mode model the dose follows a gamma law of shape $NM$. Whatever the mode weights, its relative rms is
\begin{equation}
\frac1{\sqrt{NM}}=\frac1{\sqrt{30\,000}}=0.58\ \text{percent},
\end{equation}
or $0.17\,\mathrm{mJ/cm^2}$.

Compare this with photon noise in a 10 nm square. If the resist absorbs 20 percent of the light, $\bar n=408$ photons are absorbed there on average. At fixed dose the count is Poisson distributed. Adding its mean variance $\bar n$ to the variance $\bar n^2/(NM)$ of its conditional mean gives
\begin{equation}
\frac{\mathrm{Var}(n)}{\bar n^2}=\frac1{\bar n}+\frac1{NM}.
\end{equation}
The two rms contributions are 4.95 and 0.58 percent; together they give 4.99 percent. At this scale photon noise dominates. The pulse-energy term, however, is common to the whole area and does not average out over larger features.

This assumes that all points share the same relative fluctuation. With several transverse modes a point can fluctuate more, but its relative variance per pulse is still a sum of squared weights and cannot exceed 1. The local dose rms from SASE noise is thus at most $1/\sqrt N=2.9$ percent; jitter of the beam position would add to it.

Your wavelength and dose are in the rough range of extreme-ultraviolet lithography, but the exposed area is far smaller than a production field. Linear gain must be checked for a real source: a laser run for high power would work near saturation, where neither the gamma law nor the small-$r$ correction can be relied on. Heating by one pulse is minor here. For a 40 nm resist with a rough heat capacity of $1.5\,\mathrm{J/(cm^3\,K)}$, the mean pulse raises the temperature by about 0.8 K. Heat accumulated over the exposure depends on the repetition rate and substrate, and is not included.

\section*{Calculated quantities}
\begin{verbatim}
Relative pulse energy rms: 20 %
Effective modes M: 25
Mean pulse energy at resist: 1 uJ
Most probable energy: 0.96 uJ
Median energy: 0.9867 uJ
5th percentile energy: 0.6953 uJ
95th percentile energy: 1.35 uJ
Gamma density at mean energy: 1.988 1/uJ
Skewness, gamma: 0.4
Skewness, flat bunch: 0.4634
Skewness, Gaussian bunch: 0.533
P(w > 1.5), gamma: 1.26 %
P(w > 1.5), normal: 0.621 %
P(w > 1.5), flat bunch: 1.365 %
P(w > 1.5), Gaussian bunch: 1.478 %
P(w < 0.5), gamma: 0.1192 %
P(w < 0.5), normal: 0.621 %
Gaussian-bunch mode ratio q: 0.9231
Simulated pulses: 10000
Simulated energy rms: 19.99 %
Largest CDF gap, simulation to gamma: 0.009301
Largest CDF gap, simulation to normal: 0.03526
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Relative rms bandwidth: 0.3 %
Coherence time: 4.234 fs
Flat bunch a = bandwidth * length: 43.74
Flat pulse length, one transverse mode: 104.5 fs
Length / coherence time: 24.68
Pulses used to estimate M: 1000
Standard error of M: 1.14
Assumed gain jitter: 5 %
M corrected for jitter: 26.73
Mean power / saturation power r: 0.01
Simulated saturation variance factor: 0.9613
M corrected for saturation: 24
Exposed area: 0.04 cm2
Mean fluence per pulse: 0.025 mJ/cm2
Target dose: 30 mJ/cm2
Number of pulses: 1200
Dose rms from pulse energies: 0.5774 %
Dose rms from pulse energies: 0.1732 mJ/cm2
Photons per mean pulse: 6.796e+10
Photon noise of one pulse: 0.0003836 %
Pixel side: 10 nm
Absorbed fraction: 0.2
Absorbed photons per pixel: 407.8
Photon shot noise per pixel: 4.952 %
Total pixel noise: 4.986 %
Local dose rms bound, one mode: 2.887 %
Resist thickness: 40 nm
Rough resist heat capacity: 1.5 J/(cm3 K)
Resist heating by one mean pulse: 0.8333 K
\end{verbatim}
